# Zone-centre sampling error and bandwidth of a defect band in supercells

**Question**

I am calculating a deep donor in silicon with a cubic supercell, sampling only the zone centre $\Gamma$. Periodic images of the donor couple, so its level becomes a band. As an exercise I model this with one s-like orbital per cell on a simple cubic superlattice of edge $L$, with on-site energy $e_0$ and hopping $t$ to the six nearest images.

How is the error of the $\Gamma$ level related to the full bandwidth $W$? I am unsure what the error should be measured from, and which sign it has. Can I then read $W$ off a band plot and correct my level for a 216-atom cell?

**Answer**

**The band**

Let $|\mathbf R\rangle$ be the defect orbital in the cell at $\mathbf R$. Assume that orbitals in different cells are orthogonal, that $t$ is real, and that there is no other hopping. With $\boldsymbol\delta$ running over the six nearest-neighbour vectors,

$$H|\mathbf R\rangle=e_0|\mathbf R\rangle+t\sum_{\boldsymbol\delta}|\mathbf R+\boldsymbol\delta\rangle .$$

Apply $H$ to the Bloch sum $|\mathbf k\rangle=N^{-1/2}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|\mathbf R\rangle$, where $N$ is the number of cells. In the hopping term, rename $\mathbf R'=\mathbf R+\boldsymbol\delta$, so that $e^{i\mathbf k\cdot\mathbf R}=e^{i\mathbf k\cdot\mathbf R'}e^{-i\mathbf k\cdot\boldsymbol\delta}$:

$$H|\mathbf k\rangle=\Big(e_0+t\sum_{\boldsymbol\delta}e^{-i\mathbf k\cdot\boldsymbol\delta}\Big)|\mathbf k\rangle .$$

The neighbours come in pairs $\pm\boldsymbol\delta$, and each pair gives $2\cos$. Hence

$$E(\mathbf k)=e_0+2t\,C,\qquad C=\cos k_xL+\cos k_yL+\cos k_zL .$$

**The reference and the error**

The quantity that $\Gamma$ sampling replaces is the average over the Brillouin zone. Each cosine averages to zero over its period, so $\langle E\rangle=e_0$. This is also the isolated level, provided that the images do not shift the on-site energy.

Each cosine lies between $-1$ and $1$. All three equal $1$ at $\Gamma$, and all three equal $-1$ at the zone corner R, $\mathbf k=(\pi/L)(1,1,1)$. The band edges are therefore

$$E(\Gamma)=e_0+6t,\qquad E(\mathrm R)=e_0-6t,\qquad W=12|t| .$$

Subtracting the average gives

$$E(\Gamma)-\langle E\rangle=6t=\mathrm{sgn}(t)\,\frac W2 .$$

The size of the error is half the full bandwidth. The sign is that of $t$. For an s-like orbital with attractive coupling $t<0$: $\Gamma$ is the in-phase, bonding combination, and the level comes out too low by $W/2$. For $t>0$ it would come out too high.

If the band is filled with two electrons, the band energy per cell is wrong by $2\times6t=12t$, which has magnitude $W$ (at fixed potential). With one electron per cell and no spin polarization, the correct average covers the lower half of the states and lies below $e_0$. For $t<0$ the error is then smaller than $W/2$.

**Removing the error**

Take the mesh in which each component of $\mathbf k$ is $0$ or $\pi/L$. Each cosine is then $+1$ as often as $-1$, so the mean energy is $e_0$. By cubic symmetry this $2\times2\times2$ mesh needs four calculations: $\Gamma$, X, M and R, with weights 1, 3, 3 and 1. The single point $(\pi/2L)(1,1,1)$ also gives $e_0$, because all three cosines vanish there.

**When the factor one half fails**

Add a hopping $t_2$ to the twelve second neighbours. Writing $c_x=\cos k_xL$ and so on,

$$E=e_0+2t(c_x+c_y+c_z)+4t_2(c_xc_y+c_yc_z+c_zc_x).$$

The products also average to zero, so the $\Gamma$ error becomes $6t+12t_2$. For the width, note that $E$ is linear in each cosine separately. Its extremes can therefore be found among the points where every cosine is $\pm1$:

- $\Gamma$: $e_0+6t+12t_2$
- X (one cosine $-1$): $e_0+2t-4t_2$
- M (two cosines $-1$): $e_0-2t-4t_2$
- R: $e_0-6t+12t_2$

Let $t<0$ and $s=t_2/t\ge0$. In units of $|t|$ and relative to $e_0$, these are $-6-12s$, $-2+4s$, $2+4s$ and $6-12s$. The bottom is $\Gamma$. The top is R as long as $6-12s\ge2+4s$, that is, $s\le1/4$. In that range $W$ is still $12|t|$, but

$$\frac{|E(\Gamma)-\langle E\rangle|}{W}=\frac{6+12s}{12}=\frac12+s .$$

Second neighbours deepen $\Gamma$ without widening the band, so half the bandwidth underestimates the error.

**Estimating the hopping**

Treat the defect as a short-range potential for an electron of mass $m$, with energies measured from the conduction-band edge. Outside the potential, an isolated state with binding energy $E_b$ is

$$\psi=\frac{e^{-\kappa_0r}}r=\frac1r-\kappa_0+\dots,\qquad \kappa_0=\frac{\sqrt{2mE_b}}\hbar .$$

The zero-range approximation says that the potential fixes the ratio of the constant term to the $1/r$ term at $-\kappa_0$, whatever the energy. On the superlattice, the state with energy $-\hbar^2\kappa^2/2m$ is a Bloch sum of tails $e^{-\kappa|\mathbf r-\mathbf R|}/|\mathbf r-\mathbf R|$. Near the origin it equals $1/r-\kappa+S$, where $S$ comes from the other cells. Setting the constant term to $-\kappa_0$ gives

$$\kappa=\kappa_0+S,\qquad S=\sum_{\mathbf R\ne0}\cos(\mathbf k\cdot\mathbf R)\frac{e^{-\kappa R}}R .$$

To first order in $S$, $\kappa^2\approx\kappa_0^2+2\kappa_0S$, with $\kappa_0$ used inside $S$. The energy shift is $-(\hbar^2\kappa_0/m)S$. Comparing it with $\sum_{\mathbf R\neq0} t(R)\cos(\mathbf k\cdot\mathbf R)$ gives

$$t(R)=-\frac{\hbar^2\kappa_0}{m}\frac{e^{-\kappa_0R}}R,\qquad s=\frac{t(\sqrt2L)}{t(L)}=\frac{e^{-(\sqrt2-1)\kappa_0L}}{\sqrt2}.$$

The hopping is negative, as assumed for the s-like case. The ratio $s$ vanishes for large cells, but only as fast as $e^{-0.41\kappa_0L}$.

**Numbers for the 216-atom cell**

Consider a neutral double donor of the sulfur or selenium type, whose non-degenerate level holds two electrons. I use a rough binding energy of 0.30 eV, a lattice constant $a=0.543$ nm, and the mean mass $m_d=(0.92\times0.19^2)^{1/3}m_e=0.321\,m_e$. Then

$$\kappa_0=\sqrt{\frac{0.321\times0.30}{0.03810}}\ \mathrm{nm^{-1}}=1.59\ \mathrm{nm^{-1}},$$

where $0.03810$ eV nm² is $\hbar^2/2m_e$. The cell edge is $L=3a=1.629$ nm, so $\kappa_0L=2.59$, and

$$t=-\frac{2\times0.03810}{0.321}\times1.591\times\frac{e^{-2.592}}{1.629}\ \mathrm{eV}=-0.0173\ \mathrm{eV}.$$

The nearest-neighbour rule gives $W=12|t|=0.208$ eV and a $\Gamma$ error of $-0.104$ eV ($-104$ meV). The level appears at $-0.404$ eV instead of $-0.300$ eV, and the band energy of the filled cell is too low by 0.208 eV.

The condition for the rule is poorly met, however, since $s=0.242$. Second neighbours alone add $12t_2=-0.050$ eV. With all images included to first order, the error is $-0.185$ eV and the ratio of error to width is 0.74.

Solving $\kappa=\kappa_0+S$ without linearizing gives an error of $-0.120$ eV and a width of 0.196 eV, a ratio of 0.61. The simple value of $-0.104$ eV is thus fairly close to the full one because two larger errors partly cancel: the neglect of distant images and the linearization.

For larger cells of the same donor, the full solution gives:

- 512 atoms: error $-0.039$ eV, ratio 0.605
- 1000 atoms: error $-0.013$ eV, ratio 0.589

The error falls quickly, but the ratio approaches one half slowly. At $\kappa_0L=14$ it is 0.502, in line with $1/2+s$.

**Can you correct with half the plotted width?**

Only roughly, and how well depends on the model. In the 216-atom cell with the isotropic mass, half the full width is 0.098 eV, while the error is 0.120 eV, so about 0.02 eV would remain. The $2\times2\times2$ mesh misses the zone average by only $+0.003$ eV, and the single point by $-0.003$ eV.

The signs of these remainders follow from the next order. Keep the nearest images and let $S_0=2Ce^{-\kappa_0L}/L$. Since $dS/d\kappa=-LS$, the solution is $\kappa\approx\kappa_0+S_0-LS_0^2$. Squaring and keeping terms up to $S_0^2$,

$$\kappa^2\approx\kappa_0^2+2\kappa_0S_0-(2\kappa_0L-1)S_0^2 .$$

The energy therefore contains the term $+(\hbar^2/2m)(2\kappa_0L-1)S_0^2$, which is positive here and proportional to $C^2$. The average of $C^2$ is $3/2$ over the zone, $3$ on the mesh and $0$ at the single point. This makes the mesh too high and the single point too low. Direct hopping over $2L$ acts the other way in both cases, and the computed signs show that it is the weaker effect.

The same term raises the zone average itself above the isolated level, by 0.006 eV in the full solution for 216 atoms. Converging the $\mathbf k$-point mesh does not remove that part, because the mesh converges to the shifted average; a larger cell reduces it.

**How close is this to a real donor?**

A binding energy near 0.3 eV is typical of these neutral donors, but silicon does not have one isotropic conduction valley. It has six, centred at $\mathbf k_v$, roughly $0.85\times2\pi/a$ along the cubic axes. For each valley, rescaling the coordinates by $\sqrt{m_i/m_d}$ restores the isotropic equation with mass $m_d$, so its tail is $e^{-\kappa_0\rho_v}/\rho_v$ with $\rho_v^2=\sum_i(m_i/m_d)R_i^2$. If the short-range potential couples all six valleys equally, the condition at the origin applies to their sum. The tail in $t(R)$ is then replaced by the valley average of $\cos(\mathbf k_v\cdot\mathbf R)\,e^{-\kappa_0\rho_v}/\rho_v$.

This changes $t$ to $-0.027$ eV, larger by a factor of 1.55. Along a cube axis, four of the six valleys have the light mass and hence a longer tail. With all images to first order, the $\Gamma$ error becomes $-0.22$ eV, against $-0.185$ eV for the isotropic mass at the same order. As in the isotropic case, linearization exaggerates the size of this error: solving the six-valley condition without linearizing gives an error of $-0.16$ eV and a width of 0.31 eV, a ratio of about 0.52. Half the width then misses the error by less than 0.01 eV, so the ratio 0.61 and the remainder of 0.02 eV found above belong to the isotropic model.

These six-valley numbers are only indicative, because the state is too deep for a strictly parabolic valley. Along the valley axis the decay constant is $\kappa_0\sqrt{0.92/0.321}=2.7\ \mathrm{nm^{-1}}$, while the zone boundary lies only $0.15\times2\pi/a=1.7\ \mathrm{nm^{-1}}$ from the valley minimum.

The second neglected effect is the Coulomb tail. One electron sees a core screened by the other, with net charge $+1$. This holds for the physical donor and for exact exchange; in LDA or GGA the Kohn-Sham potential of a neutral centre has no $-1/r$ tail because of self-interaction, and a hybrid functional keeps only part of it. Outside the core, $u=r\psi$ then obeys $u''=(\kappa_0^2-2\kappa_0\nu/r)u$, with

$$\nu=\frac{m_de^2}{4\pi\varepsilon_0\varepsilon_r\hbar^2\kappa_0}=0.33\quad\text{for }\varepsilon_r=11.7 .$$

For a point-like core at the same binding energy, this raises the normalized orbital density halfway between two images by a factor of about 1.7. The hopping depends on the overlap of two tails in that region, so I expect it to grow too. By how much depends on the size of the core, and I have not calculated it.

The six valleys increase the nearest-neighbour hopping, and the Coulomb tail is expected to do the same where the functional retains it, so 0.1 eV is probably a low estimate of the $\Gamma$ error in a 216-atom cell. Lattice relaxation and self-consistent changes of the potential are not included. For your own donor, compute the level at $\Gamma$, X, M and R and take the weighted average, then repeat in a larger cell to expose the shift of the zone average itself. The numerical output below lists the values for all three cells.

## Numbers as computed

```
binding energy (rough input) = 0.30 eV
silicon lattice constant (rough input) = 0.543 nm
longitudinal, transverse mass = 0.92, 0.19 m_e
mean mass m_d = 0.321 m_e
relative permittivity (rough input) = 11.7
valley position (rough input) = 0.85 x 2pi/a
hbar^2/(2 m_e) = 0.03810 eV nm^2
decay constant kappa = 1.591 1/nm
decay length 1/kappa = 0.629 nm
216-atom cell edge L = 1.629 nm
kappa L = 2.592
nearest-neighbour hopping t = -0.01734 eV
full bandwidth W = 0.2081 eV
Gamma sampling error = -0.1040 eV = -104.0 meV
Gamma level, zone average = -0.4040, -0.3000 eV
band-energy error, two electrons = -0.2081 eV per cell
second-neighbour hopping t2 = -0.00419 eV
t2/t = 0.242
second-neighbour part of Gamma error 12 t2 = -0.0503 eV
all images, first order: Gamma error = -0.1848 eV
all images, first order: width = 0.2503 eV
all images, first order: |error|/width = 0.738
full zero-range lattice (energies in eV):
 216 atoms: L = 1.629 nm, kappa L = 2.59
  nearest-neighbour rule W/2 = 0.1040 eV
  Gamma minus zone average = -0.1198 eV
  width = 0.1963 eV, |error|/width = 0.610
  zone average minus isolated level = 0.0060 eV
  2x2x2 mesh minus zone average = 0.00281 eV
  quarter point minus zone average = -0.00262 eV
 512 atoms: L = 2.172 nm, kappa L = 3.46
  nearest-neighbour rule W/2 = 0.0329 eV
  Gamma minus zone average = -0.0393 eV
  width = 0.0650 eV, |error|/width = 0.605
  zone average minus isolated level = 0.0009 eV
  2x2x2 mesh minus zone average = 0.00044 eV
  quarter point minus zone average = -0.00040 eV
 1000 atoms: L = 2.715 nm, kappa L = 4.32
  nearest-neighbour rule W/2 = 0.0111 eV
  Gamma minus zone average = -0.0132 eV
  width = 0.0223 eV, |error|/width = 0.589
  zone average minus isolated level = 0.0001 eV
  2x2x2 mesh minus zone average = 0.00007 eV
  quarter point minus zone average = -0.00006 eV
|error|/width at kappa L = 14: 0.5021
six-valley hopping t, t2 = -0.02683, -0.00360 eV
six-valley t / isotropic t = 1.547
six-valley, all images: Gamma error = -0.2215 eV
six-valley, all images: width = 0.3346 eV
six-valley, all images: |error|/width = 0.662
Coulomb parameter nu = 0.326
midpoint density factor from Coulomb tail = 1.680
```
